# Counting ballistic channels in a broken-down capacitor at one volt: a numerical check

```python
# Result under test: N fully open spin-degenerate channels carry
# I = N*G0*V, G0 = 2e^2/h, so 155 microamperes at 1 V means N = 2.
# I: current, V: bias, N: channel number, h: Planck constant, e: charge.
# Transmission must stay constant across the whole bias window.
# The neck is a hard-walled model with free-electron mass.
# Its coupled transverse modes are solved on slices along the current.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy.constants import h, hbar, e, m_e, k as k_B
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

current = 155e-6
bias = 1.0
temperature = 300.0
G0 = 2 * e**2 / h
count = current / (G0 * bias)
N = int(round(count))
count_low = (current - 0.5e-6) / (G0 * bias)
count_high = (current + 0.5e-6) / (G0 * bias)
assert N == 2 and count_low < N < count_high

kinetic = hbar**2 / (2 * m_e * e) * 1e18
neck_width = 1.2
neck_thickness = 0.6
mouth_width = 2.4
half_length = 3.0
neck_length = 2 * half_length


def level(n, width):
    return kinetic * (n * np.pi / width)**2


E1, E2, E3 = [level(n, neck_width) for n in (1, 2, 3)]
center = (E2 + E3) / 2
lower, upper = center - bias / 2, center + bias / 2
thickness_gap = level(2, neck_thickness) - level(1, neck_thickness)
assert E2 < lower and upper < E3
assert E1 + thickness_gap > upper


def occupation_difference(energy, temp):
    kt = k_B * temp / e
    left = expit((upper - energy) / kt)
    right = expit((lower - energy) / kt)
    return left - right


# Current per channel from a discrete sum over states in a cosine band.
sites = 20000
lattice_m = 0.3e-9
hopping = 2.0
wave = 2 * np.pi * np.arange(1, sites // 2) / sites
band = 2 * hopping * (1 - np.cos(wave))
speed = 2 * hopping * e * lattice_m * np.sin(wave) / hbar
state_current = 2 * e / (sites * lattice_m) * np.sum(
    speed * occupation_difference(band, temperature))
assert abs(state_current / (G0 * bias) - 1) < 1e-6

# Neck levels from diagonalization of a finite-difference box.
points = 1000
step = neck_width / (points + 1)
box = eigh_tridiagonal(
    np.full(points, 2 * kinetic / step**2),
    np.full(points - 1, -kinetic / step**2),
    select='i', select_range=(0, 2), eigvals_only=True)
assert np.allclose(box, [E1, E2, E3], rtol=2e-5)

gauss_x, gauss_w = np.polynomial.legendre.leggauss(64)


def mode_overlap(width_a, width_b, modes):
    shared = min(width_a, width_b)
    y = shared * gauss_x / 2
    n = np.arange(1, modes + 1)
    a = np.sqrt(2 / width_a) * np.sin(
        np.pi * np.outer(y / width_a + 0.5, n))
    b = np.sqrt(2 / width_b) * np.sin(
        np.pi * np.outer(y / width_b + 0.5, n))
    return a.T @ ((shared / 2 * gauss_w)[:, None] * b)


def transmission(energies, width, modes=10, dx=0.05):
    """Total transmission from the Green function of coupled modes."""
    energies = np.atleast_1d(energies)
    half_steps = int(round(half_length / dx))
    x = np.arange(-half_steps, half_steps + 1) * dx
    profile = width + (mouth_width - width) * np.sin(
        np.pi * x / (2 * half_length))**2
    hop = kinetic / dx**2
    n = np.arange(1, modes + 1)
    identity = np.eye(modes)
    z = (energies[:, None] - level(n, mouth_width) - 2 * hop) / (2 * hop)
    root_open = np.sqrt(np.maximum(1 - z**2, 0))
    root_closed = np.sqrt(np.maximum(z**2 - 1, 0))
    sigma = hop * (z + root_closed - 1j * root_open)
    gamma = -2 * sigma.imag
    green = None
    through = None
    for i, local_width in enumerate(profile):
        diagonal = energies[:, None] - level(n, local_width) - 2 * hop
        diagonal = diagonal.astype(complex)
        if i == 0 or i == len(profile) - 1:
            diagonal = diagonal - sigma
        matrix = diagonal[:, :, None] * identity
        if i == 0:
            green = np.linalg.inv(matrix)
            through = green
        else:
            coupling = -hop * mode_overlap(
                profile[i - 1], local_width, modes)
            matrix = matrix - coupling.T @ green @ coupling
            green = np.linalg.inv(matrix)
            through = green @ coupling.T @ through
    return np.sum(gamma[:, :, None] * np.abs(through)**2
                  * gamma[:, None, :], axis=(1, 2))


def averaged_count(energies, values, temp):
    weight = occupation_difference(energies, temp)
    return trapezoid(values * weight, energies) / bias


# Scattering must reproduce the number of open levels in the neck.
width_results = []
for test_width in (0.7, 1.2, 1.65):
    open_levels = sum(level(n, test_width) < center for n in range(1, 9))
    total = transmission(center, test_width)[0]
    assert abs(total - open_levels) < 0.03
    width_results.append((test_width, open_levels, total))

energy_grid = np.linspace(lower - 0.35, upper + 0.35, 341)
neck_T = transmission(energy_grid, neck_width)
neck_count = averaged_count(energy_grid, neck_T, temperature)
assert abs(neck_count - N) < 0.05
fine_T = transmission(energy_grid, neck_width, modes=14, dx=0.025)
fine_count = averaged_count(energy_grid, fine_T, temperature)
assert abs(fine_count - neck_count) < 0.01
edge_T = transmission(np.array([lower, center, upper]), neck_width)
assert edge_T[0] < 2 < edge_T[2]

# A level inside the bias window makes the averaged count fractional.
wide = 1.5
wide_T = transmission(energy_grid, wide)
wide_count = averaged_count(energy_grid, wide_T, temperature)
wide_step = sum(np.clip((upper - level(n, wide)) / bias, 0, 1)
                for n in range(1, 9))
assert abs(wide_count - wide_step) < 0.05
max_width = np.pi * np.sqrt(5 * kinetic / bias)
numeric_width = brentq(
    lambda w: level(3, w) - level(2, w) - bias, 0.5, 3)
assert abs(max_width - numeric_width) < 1e-9

# Series resistance that would hide a third open channel.
resistance = bias / current
hidden_R = resistance - 1 / (3 * G0)
circuit_current = brentq(
    lambda i: i - 3 * G0 * (bias - i * hidden_R), 0, 1e-3)
assert abs(circuit_current / current - 1) < 1e-9

# Rough electrode values; current and heat spread into half-spaces.
resistivity = 1e-6
conductivity_heat = 20.0
mouth_radius_m = mouth_width * 1e-9 / 2
heat_radius_m = 10e-9
spreading_R = resistivity / (np.pi * mouth_radius_m)
radial = quad(lambda u: 1 / (2 * np.pi * u**2), 1, np.inf)[0]
assert abs(2 * resistivity * radial / mouth_radius_m
           / spreading_R - 1) < 1e-8
corrected_count = 1 / (G0 * (resistance - spreading_R))
power = current * bias
heating = power / 2 / (2 * np.pi * conductivity_heat * heat_radius_m)
assert abs(power / 2 * radial / (conductivity_heat * heat_radius_m)
           / heating - 1) < 1e-8
hot_count = averaged_count(energy_grid, neck_T, temperature + heating)
assert abs(hot_count - neck_count) < 0.05

# Incoherent backscattering, tested by joining many thin scatterers.
free_path = 30.0
path_T = free_path / (free_path + neck_length)
slices = 6000
thin_R = neck_length / free_path / slices
joined_T = 1.0
for _ in range(slices):
    joined_T = joined_T * (1 - thin_R) / (1 - (1 - joined_T) * thin_R)
assert abs(joined_T - path_T) < 1e-4
needed_count = count / path_T

film_nm = 10.0
film_field = bias / (film_nm * 1e-7) / 1e6
breakdown_field = 4.0
assert film_field < breakdown_field
leak_density = 1e-5
area_cm2 = 1e-4
leakage = leak_density * area_cm2
assert leakage < 1e-3 * current

print(f"Current: {current*1e6:.0f} uA")
print(f"Bias: {bias:.1f} V")
print(f"Conductance: {current/bias*1e6:.1f} uS")
print(f"Conductance of one open channel: {G0*1e6:.4f} uS")
print(f"Current over one-channel current: {count:.4f} (no unit)")
print(f"Number of fully open channels: {N} (no unit)")
print(f"Count range from current rounding: {count_low:.3f} to "
      f"{count_high:.3f} (no unit)")
print(f"Current of exactly two channels: {N*G0*bias*1e6:.3f} uA")
print(f"State-sum current per channel: {state_current*1e6:.4f} uA")
print(f"Three equal channels, transmission each: {count/3:.4f} (no unit)")
print(f"Total resistance: {resistance:.1f} ohm")
print(f"Series R hiding a third channel: {hidden_R:.0f} ohm")
print(f"Neck width: {neck_width:.1f} nm")
print(f"Neck thickness: {neck_thickness:.1f} nm")
print(f"Mouth width: {mouth_width:.1f} nm")
print(f"Constriction length: {neck_length:.1f} nm")
print(f"Neck levels 1, 2, 3: {E1:.3f}, {E2:.3f}, {E3:.3f} eV")
print(f"Bias window: {lower:.3f} to {upper:.3f} eV")
print(f"Next thickness mode, extra energy: {thickness_gap:.2f} eV")
print(f"Largest neck width for two channels: {max_width:.3f} nm")
for width, number, total in width_results:
    print(f"Width {width:.2f} nm: {number} open levels, "
          f"total transmission {total:.4f} (no unit)")
print("Transmission at window bottom, middle, top: "
      + ", ".join(f"{value:.4f}" for value in edge_T) + " (no unit)")
print(f"Temperature: {temperature:.0f} K")
print(f"Averaged count in model neck: {neck_count:.4f} (no unit)")
print(f"Same count, finer calculation: {fine_count:.4f} (no unit)")
print(f"Wider test neck: {wide:.1f} nm")
print(f"Its third level: {level(3, wide):.3f} eV")
print(f"Its count, step model: {wide_step:.3f} (no unit)")
print(f"Its count, scattering: {wide_count:.3f} (no unit)")
print(f"Rough electrode resistivity: {resistivity*1e8:.0f} uohm cm")
print(f"Spreading resistance, both sides: {spreading_R:.0f} ohm")
print(f"Count corrected for spreading: {corrected_count:.3f} (no unit)")
print(f"Total power: {power*1e6:.0f} uW")
print(f"Rough heat conductivity: {conductivity_heat:.0f} W/(m K)")
print(f"Assumed heat-release radius: {heat_radius_m*1e9:.0f} nm")
print(f"Electrode heating estimate: {heating:.0f} K")
print(f"Averaged count when heated: {hot_count:.4f} (no unit)")
print(f"Trial backscattering mean free path: {free_path:.0f} nm")
print(f"Transmission with backscattering: {path_T:.3f} (no unit)")
print(f"Channels then needed for same current: {needed_count:.2f} (no unit)")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Field across intact film: {film_field:.1f} MV/cm")
print(f"Rough breakdown field: {breakdown_field:.0f} MV/cm")
print(f"Rough leakage density: {leak_density:.0e} A/cm2")
print(f"Capacitor area: {area_cm2:.0e} cm2")
print(f"Leakage through intact area: {leakage*1e9:.1f} nA")
print("finished without a failed check")
```

Running it gives:

```
Current: 155 uA
Bias: 1.0 V
Conductance: 155.0 uS
Conductance of one open channel: 77.4809 uS
Current over one-channel current: 2.0005 (no unit)
Number of fully open channels: 2 (no unit)
Count range from current rounding: 1.994 to 2.007 (no unit)
Current of exactly two channels: 154.962 uA
State-sum current per channel: 77.4809 uA
Three equal channels, transmission each: 0.6668 (no unit)
Total resistance: 6451.6 ohm
Series R hiding a third channel: 2149 ohm
Neck width: 1.2 nm
Neck thickness: 0.6 nm
Mouth width: 2.4 nm
Constriction length: 6.0 nm
Neck levels 1, 2, 3: 0.261, 1.045, 2.350 eV
Bias window: 1.197 to 2.197 eV
Next thickness mode, extra energy: 3.13 eV
Largest neck width for two channels: 1.371 nm
Width 0.70 nm: 1 open levels, total transmission 1.0000 (no unit)
Width 1.20 nm: 2 open levels, total transmission 2.0000 (no unit)
Width 1.65 nm: 3 open levels, total transmission 3.0000 (no unit)
Transmission at window bottom, middle, top: 1.9661, 2.0000, 2.1009 (no unit)
Temperature: 300 K
Averaged count in model neck: 2.0057 (no unit)
Same count, finer calculation: 2.0057 (no unit)
Wider test neck: 1.5 nm
Its third level: 1.504 eV
Its count, step model: 2.693 (no unit)
Its count, scattering: 2.696 (no unit)
Rough electrode resistivity: 100 uohm cm
Spreading resistance, both sides: 265 ohm
Count corrected for spreading: 2.086 (no unit)
Total power: 155 uW
Rough heat conductivity: 20 W/(m K)
Assumed heat-release radius: 10 nm
Electrode heating estimate: 62 K
Averaged count when heated: 2.0060 (no unit)
Trial backscattering mean free path: 30 nm
Transmission with backscattering: 0.833 (no unit)
Channels then needed for same current: 2.40 (no unit)
Film thickness: 10 nm
Field across intact film: 1.0 MV/cm
Rough breakdown field: 4 MV/cm
Rough leakage density: 1e-05 A/cm2
Capacitor area: 1e-04 cm2
Leakage through intact area: 1.0 nA
finished without a failed check
```
